\section*{Thermally labile metal alkyls need not have weak metal–carbon bonds}

\section{Which barrier should be computed?}

A metal alkyl decomposes within hours at a moderate temperature, and its decomposition is to be modelled. One choice is to stretch the metal--carbon bond, take the dissociation energy as the barrier, and perhaps adjust that energy until the observed rate is reproduced. The other is to search for transition states in which the alkyl group rearranges while it is still bound to the metal. The first choice rests on the inference that a labile alkyl has a weak M--C bond. If the inference fails, the fitted bond energy is wrong, and it misleads when used for other predictions, such as the yield of radicals.

The inference does fail. The counter-example below is an ethyl complex with a strong M--C bond and a half-life of little more than an hour. The parameters are round model values and the metal is not specified.

\section{A strong bond in a short-lived molecule}

\subsection{Definitions and the homolysis channel}

Let M denote the metal with all its other ligands. The homolytic bond enthalpy $D_{\rm MC}$ is the enthalpy change of
\begin{equation}
\mathrm{M{-}C_2H_5\longrightarrow M^\bullet+C_2H_5^\bullet}.
\end{equation}
It is a difference between two states. A rate constant depends instead on a transition state. For an elementary step with activation enthalpy $\Delta H^\ddagger$ and entropy $\Delta S^\ddagger$, the Eyring equation with unit transmission reads
\begin{equation}
k=\kappa\,e^{-\Delta G^\ddagger/RT},\qquad
\kappa=\frac{k_{\rm B}T}{h},\qquad
\Delta G^\ddagger=\Delta H^\ddagger-T\Delta S^\ddagger .
\label{eyring}
\end{equation}
Enthalpies and entropies are taken as independent of temperature.

The forward and reverse activation enthalpies of homolysis differ by the reaction enthalpy $D_{\rm MC}$. If the radicals recombine without an activation enthalpy, then
\begin{equation}
\Delta H^\ddagger_{\rm hom}=D_{\rm MC}.
\label{hom}
\end{equation}
For this channel the bond enthalpy is itself the activation enthalpy. The radicals are assumed to be trapped before they recombine.

Take $T=350$ K, $D_{\rm MC}=240$ kJ/mol and $\Delta S^\ddagger_{\rm hom}=60$ J/(mol K). The entropy is positive because the separating fragments gain freedom. Then
\begin{equation}
\Delta G^\ddagger_{\rm hom}=240-0.350\times60=219.0\ \text{kJ/mol},
\end{equation}
which gives $k_{\rm hom}=1.5\times10^{-20}\ \mathrm{s^{-1}}$ and a half-life of about $10^{12}$ years. If homolysis were the only channel, the compound would be inert at this temperature.

\subsection{The energy of the elimination products}

The ethyl group has hydrogen on its $\beta$-carbon, so a second reaction is possible:
\begin{equation}
\mathrm{M{-}CH_2CH_3\longrightarrow M{-}H+C_2H_4}.
\label{elim}
\end{equation}
Its enthalpy follows from three steps whose sum is (\ref{elim}):
\begin{align}
\mathrm{M{-}C_2H_5}&\to\mathrm{M^\bullet+C_2H_5^\bullet} & &+D_{\rm MC},\\
\mathrm{C_2H_5^\bullet}&\to\mathrm{C_2H_4+H^\bullet} & &+D_\beta,\\
\mathrm{M^\bullet+H^\bullet}&\to\mathrm{M{-}H} & &-D_{\rm MH}.
\end{align}
The radicals cancel, and
\begin{equation}
\Delta H_{\rm elim}=D_{\rm MC}+D_\beta-D_{\rm MH}.
\label{cycle}
\end{equation}
The quantity $D_\beta$ is much smaller than an ordinary C--H bond enthalpy, because loss of the $\beta$-hydrogen from the radical creates a $\pi$ bond. Defining the $\pi$-bond energy $E_\pi$ as the difference between the C--H bond enthalpy of ethane, $D_{\rm CH}$, and $D_\beta$, the model values give
\begin{equation}
D_\beta=D_{\rm CH}-E_\pi=420-270=150\ \text{kJ/mol}.
\end{equation}
With $D_{\rm MH}=320$ kJ/mol,
\begin{equation}
\Delta H_{\rm elim}=240+150-320=70\ \text{kJ/mol}.
\end{equation}
The elimination products lie 170 kJ/mol below the separated radicals. Two bonds are broken in (\ref{elim}), but two are made.

\subsection{The rate of elimination}

Elimination passes through an intermediate I, in which the hydride and the alkene are both bound to the metal. Transition state 1 transfers the hydrogen; transition state 2 releases the alkene. Let $G_1$, $G_2$ and $G_{\rm I}$ be free energies measured from the alkyl A. The elementary rate constants are
\begin{equation}
k_1=\kappa e^{-G_1/RT},\quad
k_{-1}=\kappa e^{-(G_1-G_{\rm I})/RT},\quad
k_2=\kappa e^{-(G_2-G_{\rm I})/RT}.
\end{equation}
When I is scarce, its formation and loss balance:
\begin{equation}
k_1[{\rm A}]=(k_{-1}+k_2)[{\rm I}].
\end{equation}
The rate of product formation is $k_2[{\rm I}]=k_{\rm elim}[{\rm A}]$, so
\begin{equation}
k_{\rm elim}=\frac{k_1k_2}{k_{-1}+k_2},\qquad
\frac1{k_{\rm elim}}=\frac1{k_1}+\frac{k_{-1}}{k_1k_2}.
\end{equation}
In the last term the exponents combine as $-(G_1-G_{\rm I})+G_1+(G_2-G_{\rm I})=G_2$. The intermediate drops out:
\begin{equation}
\frac1{k_{\rm elim}}=\frac{e^{G_1/RT}}{\kappa}+\frac{e^{G_2/RT}}{\kappa}
\equiv\frac1{k_{\rm TS1}}+\frac1{k_{\rm TS2}}.
\label{series}
\end{equation}
The two transition states act as resistances in series, and the higher one in free energy controls the rate once the two differ by several $RT$. The result needs I to stay scarce; it fails if I lies near or below A in free energy while $G_2$ is comparable to or above $G_1$.

For TS1 the model takes an enthalpy of 105 kJ/mol and an entropy of $-20$ J/(mol K), since the ethyl group must adopt one particular arrangement. For TS2 the enthalpy is 70 kJ/mol, equal to $\Delta H_{\rm elim}$ because alkene capture is assumed to have no activation enthalpy, and the entropy is 40 J/(mol K). Hence
\begin{align}
G_1&=105+0.350\times20=112.0\ \text{kJ/mol},\\
G_2&=70-0.350\times40=56.0\ \text{kJ/mol}.
\end{align}
Hydrogen transfer is rate-limiting, and $k_{\rm elim}=1.4\times10^{-4}\ \mathrm{s^{-1}}$. The half-life is 1.4 h. With $RT=2.91$ kJ/mol, the ratio of the two channels is
\begin{equation}
\frac{k_{\rm elim}}{k_{\rm hom}}=\exp\!\left(\frac{219.0-112.0}{2.91}\right)\approx9\times10^{15}.
\end{equation}
The molecule is short-lived and its M--C bond is strong. Both statements hold at once because the decomposition does not pass through the separated radicals.

\subsection{What the mistaken inference would report}

Suppose the whole observed rate were assigned to homolysis. The observed rate corresponds to an activation free energy of 112.0 kJ/mol. Adding $T\Delta S^\ddagger_{\rm hom}=21.0$ kJ/mol to convert it to an enthalpy gives an apparent bond enthalpy
\begin{equation}
D_{\rm app}=112.0+21.0=133.0\ \text{kJ/mol},
\end{equation}
which is 107 kJ/mol below the true value of 240 kJ/mol.

\section{What a decomposition rate does say}

\textbf{Statement.} Let an alkyl decay by parallel first-order channels, one of which is homolysis obeying (\ref{eyring}) and (\ref{hom}). Then the total rate constant $k_{\rm obs}$ and $\Delta S^\ddagger_{\rm hom}$ together give a lower bound on $D_{\rm MC}$. They give no upper bound.

\textbf{Proof.} Write $k_{\rm obs}=k_{\rm hom}+k_{\rm other}$ with $k_{\rm other}\ge0$, and let $f=k_{\rm hom}/k_{\rm obs}\le1$ be the fraction of molecules that decay by homolysis. Solving (\ref{eyring}) for the enthalpy of the homolysis step gives
\begin{equation}
D_{\rm MC}=RT\ln\frac{\kappa}{k_{\rm hom}}+T\Delta S^\ddagger_{\rm hom}.
\label{true}
\end{equation}
The mistaken inference puts $k_{\rm obs}$ in place of $k_{\rm hom}$:
\begin{equation}
D_{\rm app}=RT\ln\frac{\kappa}{k_{\rm obs}}+T\Delta S^\ddagger_{\rm hom}.
\end{equation}
Subtracting the first from the second removes $\kappa$ and the entropy term:
\begin{equation}
D_{\rm app}-D_{\rm MC}=RT\ln\frac{k_{\rm hom}}{k_{\rm obs}}=RT\ln f\le0.
\label{bound}
\end{equation}
This is the lower bound, with equality when $f=1$. For the second part, choose any $D_{\rm MC}\ge D_{\rm app}$. Equation (\ref{true}) then fixes a $k_{\rm hom}\le k_{\rm obs}$, and the non-negative choice $k_{\rm other}=k_{\rm obs}-k_{\rm hom}$ reproduces the observed rate. Every such bond enthalpy is therefore compatible with the data. $\square$

Equation (\ref{bound}) also shows what additional measurement would help. If the homolysis yield $f$ is known, for example from trapped radicals, then $D_{\rm MC}=D_{\rm app}-RT\ln f$.

\subsection{Does the temperature dependence settle the matter?}

Define the apparent activation enthalpy by
\begin{equation}
H_{\rm app}=RT^2\,\frac{d}{dT}\ln\frac{k_{\rm obs}}{T}.
\end{equation}
For a single Eyring step, $\ln(k/T)$ is a constant minus $\Delta H^\ddagger/RT$, so $H_{\rm app}=\Delta H^\ddagger$. For parallel channels, the derivative of the logarithm of a sum weights each channel by its share of the flux:
\begin{equation}
H_{\rm app}=f D_{\rm MC}+(1-f)H_{\rm elim}^\ddagger .
\label{happ}
\end{equation}
For elimination, (\ref{series}) gives $\ln(k_{\rm elim}/T)=-\ln(T/k_{\rm TS1}+T/k_{\rm TS2})$. Differentiation now weights each transition state by its resistance:
\begin{equation}
H_{\rm elim}^\ddagger=
\frac{H_1/k_{\rm TS1}+H_2/k_{\rm TS2}}{1/k_{\rm TS1}+1/k_{\rm TS2}} .
\end{equation}
In the example this is 105 kJ/mol, the enthalpy of TS1. An Eyring plot would yield that value, which belongs to hydrogen transfer and is not the bond enthalpy. Nor is $H_{\rm app}$ a safe lower bound: (\ref{happ}) gives $H_{\rm app}-D_{\rm MC}=(1-f)(H^\ddagger_{\rm elim}-D_{\rm MC})$, which is positive whenever the competing channel has the higher activation enthalpy. The difference is appreciable when a favourable entropy lets that channel carry much of the flux.

\subsection{When the rate does report on the bond}

The cycle (\ref{cycle}) suggests a clean comparison. Changing the enthalpy of the fragment M$^\bullet$ alone shifts $D_{\rm MC}$ and $D_{\rm MH}$ by the same amount, and $\Delta H_{\rm elim}$ stays fixed. Elimination never visits the free fragment, so its whole profile can stay fixed while the bond enthalpy varies. At 350 K this gives the following values, with enthalpies in kJ/mol and rates in s$^{-1}$.

\begin{center}
\begin{tabular}{ccccc}
$D_{\rm MC}$ & $k_{\rm obs}$ & $f$ & $H_{\rm app}$ & $D_{\rm app}$\\ \hline
120 & $1.2\times10^{-2}$ & 0.99 & 119.8 & 120.0\\
133 & $2.8\times10^{-4}$ & 0.50 & 119.0 & 131.0\\
150 & $1.4\times10^{-4}$ & $2.9\times10^{-3}$ & 105.1 & 133.0\\
240 & $1.4\times10^{-4}$ & $1.1\times10^{-16}$ & 105.0 & 133.0
\end{tabular}
\end{center}

In the first row the bond is weak, homolysis dominates and the simple inference is right. In the second row the two free-energy barriers are equal. Half of the flux goes each way, and $D_{\rm app}$ is too low by $RT\ln2=2.0$ kJ/mol. Beyond that the rate saturates: bonds of 150 and 240 kJ/mol give nearly the same lifetime. Their homolysis yields still differ, but a yield of $10^{-16}$ is too small to measure; an upper limit on $f$ then only raises the lower bound on $D_{\rm MC}$. In the third row, $-RT\ln(2.9\times10^{-3})=17$ kJ/mol, and $133+17$ recovers 150 kJ/mol.

The rates and yields were tested against the full rate matrix, including the intermediate at $G_{\rm I}=43.5$ kJ/mol, with relative agreement better than $10^{-5}$. The tests also covered a case in which TS1 and TS2 have equal free energies.

\section{Why elimination can have a low barrier}

Subtracting $D_{\rm MC}$ from (\ref{cycle}) gives
\begin{equation}
\Delta H_{\rm elim}-D_{\rm MC}=D_\beta-D_{\rm MH}.
\end{equation}
The elimination products lie below the radicals whenever the M--H bond is stronger than $D_\beta$, here 150 kJ/mol. But this compares end points. A low product level permits a low barrier without ensuring one.

A minimal orbital model illustrates one factor that can lower the barrier. Four electrons, two from the M--C bond and two from the C--H bond, occupy orbitals on M, C$_\alpha$, C$_\beta$ and H, all at energy zero. The M--C$_\alpha$ and C$_\beta$--H couplings have magnitude $a$; the C$_\alpha$--C$_\beta$ $\pi$ and M--H couplings have magnitude $b$. Energies are in units of the resonance integral $|\beta|$. The alkyl has $a=1$, $b=0$ and the products have $a=0$, $b=1$, so the model reaction is thermoneutral.

Each orbital in the set $\{{\rm M,C_\beta}\}$ couples only to the set $\{{\rm C_\alpha,H}\}$. Applying the Hamiltonian twice therefore returns to the same set, and the squared orbital energies are the eigenvalues of
\begin{equation}
\begin{pmatrix}a^2+b^2&(1+\eta)ab\\(1+\eta)ab&a^2+b^2\end{pmatrix}.
\end{equation}
Here $\eta=1$ if the metal orbital presents the same phase to C$_\alpha$ and H, and $\eta=-1$ if it changes sign between them, as a $d$ orbital can. For $\eta=1$ the orbital energies are $\pm(a+b)$ and $\pm|a-b|$; for $\eta=-1$ they are $\pm\sqrt{a^2+b^2}$, each twice. Filling the two lowest orbitals gives
\begin{align}
E_{\rm same}&=-2(a+b+|a-b|)=-4\max(a,b),\\
E_{\rm sign}&=-4\sqrt{a^2+b^2}.
\end{align}

Now let the metal have a second, empty orbital in a \emph{cis} position, which binds the hydrogen while the first binds C$_\alpha$. The orbitals C$_\alpha$ and H are then linked in second order only through C$_\beta$, so the off-diagonal element is $ab$. The squared energies are $a^2+b^2\pm ab$, the fifth orbital stays empty at zero, and
\begin{equation}
E_{\rm cis}=-2\left(\sqrt{a^2+b^2+ab}+\sqrt{a^2+b^2-ab}\right).
\end{equation}

The alkyl has energy $-4$. Setting its M--C coupling to zero leaves one C--H bond at $-2$, so homolysis costs 2. For the concerted reaction take $a=1-s$, $b=s$, with $s$ running from 0 to 1. Then $a^2+b^2=1-2ab$, and all three energies are highest at $s=\tfrac12$: there $\max(a,b)$ is smallest and $ab$ is largest. The barriers are
\begin{align}
\text{same phase:}&\quad 4-2=2,\\
\text{sign change:}&\quad 4-2\sqrt2=1.17,\\
\text{empty \emph{cis} orbital:}&\quad 4-(\sqrt3+1)=1.27 .
\end{align}
With one same-phase orbital, the concerted reaction along this path costs as much as breaking the bond. With a sign change or an empty \emph{cis} orbital, the barrier falls to 59\% or 63\% of the homolysis cost, because the second occupied orbital is still bonding at the midpoint, at $-0.71$ or $-0.50$ respectively. With one same-phase orbital it rises to $-|a-b|=0$ there.

The result depends on how well the new couplings develop before the old ones are lost. If both equal $c$ at the highest point, the \emph{cis} barrier is $4-2(1+\sqrt3)c$. It is below 2 when $c>1/(1+\sqrt3)=0.37$. A geometry that keeps the $\beta$-hydrogen away from the metal weakens the M--H coupling in particular. If that coupling is absent along the whole path, the energy is $-2\sqrt{4a^2+b^2}$, which is highest at $s=0.8$. The maximum then lies 2.21 above the alkyl and the advantage is gone; this path ends at $-2$, with separate M, H and alkene instead of the hydride. The model omits overlap repulsion, structural relaxation, bond polarity and electron repulsion, and the ratios are sensitive to the last two. Raising the metal orbital to $+1$ lowers the same-phase barrier to 1.53 against a homolysis cost of 2.24, so in this one-electron model a polar bond gains an advantage without any sign change. An on-site repulsion $U$ works the other way: with all orbitals at zero, the sign-change barrier is 90\% of the homolysis cost for $U=2$ and 109\% for $U=4$, and the same-phase barrier is 115\% and 120\%. The model illustrates how orbital phase and an empty \emph{cis} orbital can lower the barrier; it does not show that they are necessary or sufficient, and it does not supply the 105 kJ/mol used above.

\section{Conditions and consequences}

The lower bound weakens if the assumptions about homolysis fail. If recombination has an activation enthalpy $E_{\rm r}$, then $\Delta H^\ddagger_{\rm hom}=D_{\rm MC}+E_{\rm r}$ and the bound drops by $E_{\rm r}$. If only a fraction $\phi$ of the radical pairs escapes recombination, then $\phi k_{\rm hom}\le k_{\rm obs}$, and (\ref{true}) gives $D_{\rm MC}\ge D_{\rm app}+RT\ln\phi$. An error of 10 J/(mol K) in $\Delta S^\ddagger_{\rm hom}$ moves the bound by 3.5 kJ/mol at 350 K.

Elimination must also be able to run to completion. With a reaction entropy of 130 J/(mol K), its standard free energy is $70-0.350\times130=24.5$ kJ/mol, which is positive. Equal amounts of hydride and alkyl are in equilibrium with only $2.2\times10^{-4}$ bar of ethylene. The calculated half-life therefore applies when the alkene is swept away or consumed. In a closed vessel, if the alkyl present could generate far more ethylene than this pressure, the reaction would stall early unless the hydride or the ethylene reacted further.

Replacing ethyl by an alkyl without $\beta$-hydrogen, at unchanged $D_{\rm MC}$, closes this channel. Homolysis alone would then need 624 K to match the rate that elimination reaches at 350 K. That is a statement about one channel, not a predicted decomposition temperature: $\alpha$-elimination, bimolecular steps or surface reactions may intervene first.

For the calculation posed at the start, the M--C dissociation energy is one candidate barrier among several. The transition states for $\beta$-hydrogen transfer and alkene release, and for any ligand loss or rearrangement needed to open a site for the hydrogen, have to be located as well, and their free energies compared with that of homolysis at the working temperature. A bond enthalpy may be extracted from the rate once homolysis has been shown to carry the flux, or once its yield is known, provided that the activation entropy of homolysis is known and that radical recombination, through its barrier or an incomplete escape of the radicals, is negligible or corrected for. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
ORBITAL MODEL, energies in |beta|
homolysis cost of M-C: 2.000
same phase: barrier 2.000, barrier/homolysis 1.000, critical coupling 0.500
sign change: barrier 1.172, barrier/homolysis 0.586, critical coupling 0.354
empty cis orbital: barrier 1.268, barrier/homolysis 0.634, critical coupling 0.366
MODEL INPUTS
temperature: 350 K
D(M-C): 240 kJ/mol
D(M-H): 320 kJ/mol
D(C-H, ethane): 420 kJ/mol
pi-bond energy: 270 kJ/mol
TS1: H 105 kJ/mol, S -20 J/(mol K), G 112.0 kJ/mol
TS2: H 70 kJ/mol, S 40 J/(mol K), G 56.0 kJ/mol
INT: H 40 kJ/mol, S -10 J/(mol K), G 43.5 kJ/mol
homolysis: H 240 kJ/mol, S 60 J/(mol K), G 219.0 kJ/mol
reaction entropy of elimination: 130 J/(mol K)
RESULTS
D(beta C-H, ethyl radical): 150 kJ/mol
elimination enthalpy: 70 kJ/mol
elimination minus homolysis enthalpy: -170 kJ/mol
elimination free energy: 24.5 kJ/mol
alkene pressure at equal M-H and M-C2H5: 2.21e-04 bar
k through TS1 alone: 1.406e-04 1/s
k through TS2 alone: 3.203e+04 1/s
k elimination: 1.406e-04 1/s
k homolysis: 1.512e-20 1/s
k elimination / k homolysis: 9.30e+15
observed half-life: 4.928e+03 s = 1.37 h
homolysis half-life: 4.584e+19 s = 1.45e+12 years
bond enthalpy falsely inferred: 133.0 kJ/mol
error of that inference: -107.0 kJ/mol
temperature for equal rate by homolysis alone: 624 K
D VARIED, ELIMINATION PROFILE FIXED
D 120 kJ/mol: k 1.239e-02 1/s, homolysis yield 9.89e-01, H_app 119.8 kJ/mol, D_app 120.0 kJ/mol
D 133 kJ/mol: k 2.813e-04 1/s, homolysis yield 5.00e-01, H_app 119.0 kJ/mol, D_app 131.0 kJ/mol
D 150 kJ/mol: k 1.411e-04 1/s, homolysis yield 2.90e-03, H_app 105.1 kJ/mol, D_app 133.0 kJ/mol
D 240 kJ/mol: k 1.406e-04 1/s, homolysis yield 1.08e-16, H_app 105.0 kJ/mol, D_app 133.0 kJ/mol
\end{verbatim}
